\section*{Dielectric Stabilization of a Homogeneous Ferroelectric at Its Negative-Curvature Point}

\section{The problem of choosing the dielectric}

A ferroelectric at zero polarization sits at a maximum of its energy. A dielectric in series can turn this maximum into a minimum, but a dielectric that is too thin fails: the stack polarizes spontaneously and its response becomes hysteretic. An incomplete estimate of the required thickness can cause this failure. For the 10 nm film treated below, neglecting the ordinary dielectric response of the ferroelectric gives a minimum dielectric thickness of 2.1 nm, whereas the model requires 2.7 nm. A layer of 2.4 nm would pass the first estimate and leave the film unstable.

\section{Energy of the stack at fixed voltage}

Let a ferroelectric of thickness $t_f$ and a linear dielectric of thickness $t_d$ and permittivity $\varepsilon_d$ lie between two metal plates. Fields and polarization are normal to the layers and, for now, uniform within each layer. They are positive when they point from the plate at voltage $V$ to the grounded plate, so
\begin{equation}
V=t_fE_f+t_dE_d .
\label{eq:voltage}
\end{equation}
The interface carries no free charge. The displacement $D$ is then the same in both layers and equals the free charge per area on the plate at voltage $V$.

The displacement in the ferroelectric is split into a linear background part and the polarization $P$ of the ferroelectric order:
\begin{equation}
D=\varepsilon_bE_f+P,\qquad D=\varepsilon_dE_d .
\label{eq:displacement}
\end{equation}
Here $\varepsilon_b$ is a full permittivity, including the factor $\varepsilon_0$. The mean-field Landau energy density of $P$ is
\begin{equation}
u(P)=-\frac a2P^2+\frac b4P^4,\qquad a>0,\quad b>0 .
\label{eq:landau}
\end{equation}
Its curvature at $P=0$ is $-a$, which makes this the negative-curvature point.

The linear responses store energy densities $\varepsilon_bE_f^2/2$ and $\varepsilon_dE_d^2/2$. The source delivers charge $D$ at voltage $V$ and does work $VD$, which is subtracted. Expressing the fields through \eqref{eq:displacement} gives the energy per area to be minimized at fixed $V$:
\begin{equation}
G(P,D)=t_f\left[u(P)+\frac{(D-P)^2}{2\varepsilon_b}\right]
+\frac{t_dD^2}{2\varepsilon_d}-VD .
\label{eq:G}
\end{equation}
Its derivatives are
\begin{align}
\frac{\partial G}{\partial P}&=t_f\left[u'(P)-\frac{D-P}{\varepsilon_b}\right]
=t_f\,[u'(P)-E_f],\label{eq:dP}\\
\frac{\partial G}{\partial D}&=\frac{t_f(D-P)}{\varepsilon_b}+\frac{t_dD}{\varepsilon_d}-V
=t_fE_f+t_dE_d-V .\label{eq:dD}
\end{align}
Setting them to zero gives the Landau equation of state $E_f=u'(P)$ and the voltage condition \eqref{eq:voltage}. The energy therefore contains both the material law and the circuit law.

\section{The stability condition}

The second derivative $\partial^2G/\partial D^2=t_f/\varepsilon_b+t_d/\varepsilon_d$ is positive, so for each $P$ there is one minimizing $D$. Setting \eqref{eq:dD} to zero and multiplying by $\varepsilon_b\varepsilon_d$ gives
\begin{equation}
D=\frac{\varepsilon_b\varepsilon_dV+\varepsilon_dt_fP}{S},\qquad
S=t_f\varepsilon_d+t_d\varepsilon_b .
\label{eq:Dstar}
\end{equation}
The field in the ferroelectric follows by subtracting $P=SP/S$ and dividing by $\varepsilon_b$:
\begin{align}
E_f&=\frac{\varepsilon_b\varepsilon_dV+\varepsilon_dt_fP-(t_f\varepsilon_d+t_d\varepsilon_b)P}{\varepsilon_bS}\nonumber\\
&=\frac{\varepsilon_dV}{S}-kP,\qquad
k=\frac{t_d}{t_f\varepsilon_d+t_d\varepsilon_b} .
\label{eq:k}
\end{align}
The term $-kP$ is the depolarizing field. It opposes the polarization and remains when the plates are shorted.

Let $\widetilde G(P)$ be the energy after minimization over $D$. Since $\partial G/\partial D=0$ there, the shift of the optimal $D$ does not contribute to $d\widetilde G/dP$. Equations \eqref{eq:dP} and \eqref{eq:k} then give
\begin{equation}
\frac{d\widetilde G}{dP}=t_f\left[(k-a)P+bP^3-\frac{\varepsilon_dV}{S}\right],
\label{eq:force}
\end{equation}
and integration over $P$ gives, up to a term independent of $P$,
\begin{equation}
\widetilde G(P)=t_f\left[\frac{k-a}{2}P^2+\frac b4P^4-\frac{\varepsilon_dV}{S}P\right].
\label{eq:reduced}
\end{equation}
At $V=0$ the state $P=0$ has positive curvature if and only if $k>a$. Since $S>0$, this means
\begin{align}
t_d&>a\,(t_f\varepsilon_d+t_d\varepsilon_b),\nonumber\\
t_d(1-a\varepsilon_b)&>a\,t_f\varepsilon_d .
\label{eq:inequality}
\end{align}
The right side is positive, so the left side must be positive too, which requires $a\varepsilon_b<1$. Division by the positive quantity $\varepsilon_d(1-a\varepsilon_b)$ then keeps the direction of the inequality:
\begin{equation}
a\varepsilon_b<1\quad\text{and}\quad
\frac{t_d}{\varepsilon_d}>\frac{a\,t_f}{1-a\varepsilon_b} .
\label{eq:condition}
\end{equation}

The second part can be written with the permittivity of the ferroelectric itself. At $P=0$ the equation of state gives $dE_f/dP=u''(0)=-a$, so
\begin{equation}
\varepsilon_f=\frac{dD}{dE_f}=\varepsilon_b+\frac{dP}{dE_f}
=\varepsilon_b-\frac1a=-\frac{1-a\varepsilon_b}{a} .
\label{eq:epsf}
\end{equation}
For $a\varepsilon_b<1$ this is negative, and \eqref{eq:condition} becomes
\begin{equation}
\frac{t_d}{\varepsilon_d}>\frac{t_f}{|\varepsilon_f|},
\qquad\text{or}\qquad
t_d>t_c=\frac{\varepsilon_d}{|\varepsilon_f|}\,t_f .
\label{eq:main}
\end{equation}
With capacitances per area $C_d=\varepsilon_d/t_d$ and $C_f=\varepsilon_f/t_f$, the same condition reads $C_d<|C_f|$. The dielectric must be thick enough, or of low enough permittivity, that its positive inverse capacitance outweighs the negative one.

\subsection{Why the background response matters}

As $t_d$ grows at fixed $t_f$, $k$ rises towards $1/\varepsilon_b$ and no further, because the background of the ferroelectric screens part of the depolarizing field. If $a\varepsilon_b\ge1$, even this limit does not exceed $a$, and no dielectric thickness gives positive curvature. Equation \eqref{eq:epsf} gives $\varepsilon_f>0$ when $a\varepsilon_b>1$. All capacitances are then positive although the state is unstable, so a positive total capacitance alone does not prove stability.

For $a\varepsilon_b\ll1$, $|\varepsilon_f|\simeq1/a$ and $t_c\simeq a\varepsilon_dt_f$. This is the incomplete estimate of the opening paragraph. It is too small by the factor $1-a\varepsilon_b$.

\section{Below, at and above the threshold}

For $k>a$ the curvature $t_f(k-a+3bP^2)$ is positive at every $P$. Equation \eqref{eq:reduced} then has a single minimum at each voltage, and the homogeneous model has no hysteresis.

For $k<a$ the point $P=0$ at $V=0$ is a maximum. The other roots of \eqref{eq:force} are the minima
\begin{equation}
P=\pm\sqrt{\frac{a-k}{b}} .
\label{eq:spontaneous}
\end{equation}
A thin dielectric reduces the spontaneous polarization without removing it.

For $k=a$ the quadratic term vanishes. The quartic term still makes $P=0$ a minimum at $V=0$, but \eqref{eq:force} gives $P=(\varepsilon_dV/bS)^{1/3}$, whose slope at $V=0$ is infinite. A stable state at $P=0$ with a finite linear response thus requires the strict inequality in \eqref{eq:main}.

If $b$ were negative and a higher power of $P$ bounded the energy, \eqref{eq:main} would still decide the curvature at $P=0$. It would no longer exclude a lower minimum elsewhere.

\subsection{Capacitance and voltage gain}

For a small change about the stabilized state, \eqref{eq:voltage} gives $dV=(t_f/\varepsilon_f+t_d/\varepsilon_d)\,dD$. Hence
\begin{equation}
\frac1C=\frac{dV}{dD}=\frac{t_d}{\varepsilon_d}-\frac{t_f}{|\varepsilon_f|}
=\frac1{C_d}\left(1-\frac{t_c}{t_d}\right) .
\label{eq:capacitance}
\end{equation}
The stack has a larger capacitance than its dielectric layer alone. The voltage across the dielectric is $V_d=D/C_d$, so
\begin{equation}
\frac{dV_d}{dV}=\frac{C}{C_d}=\frac1{1-t_c/t_d}>1 .
\label{eq:gain}
\end{equation}
The gain tends to 1 for a thick dielectric and diverges as $t_d$ falls to $t_c$. High gain therefore comes with a small margin of stability.

\section{A 10 nm film on a 4 nm dielectric}

Take $P_r=20$ $\mu$C/cm$^2$, a homogeneous coercive field $E_c=2$ MV/cm, a background relative permittivity of 10 and $t_f=10$ nm. The dielectric has relative permittivity 9 and $t_d=4$ nm.

The Landau coefficients follow from $P_r$ and $E_c$. At zero field $u'(P_r)=0$ gives $b=a/P_r^2$. The opposing field $-u'(P)=aP-bP^3$ is largest where $P^2=P_r^2/3$, so
\begin{equation}
E_c=\frac{aP_r}{\sqrt3}\left(1-\frac13\right)=\frac{2aP_r}{3\sqrt3},
\qquad a=\frac{3\sqrt3\,E_c}{2P_r} .
\end{equation}
With $E_c=2\times10^8$ V/m and $P_r=0.2$ C/m$^2$, $a=2.60\times10^9$ m/F. Then $a\varepsilon_b=0.23$, which satisfies the first condition. Equation \eqref{eq:epsf} gives a relative permittivity of $-33.5$, and
\begin{equation}
t_c=\frac{9}{33.5}\times10\ \text{nm}=2.7\ \text{nm} .
\end{equation}
The chosen 4 nm exceeds this. With 1.5 nm instead, \eqref{eq:spontaneous} gives a spontaneous polarization of 12.3 $\mu$C/cm$^2$.

The layer capacitances are $C_d=1.99$ and $C_f=-2.96$ $\mu$F/cm$^2$, so
\begin{equation}
C=\left(\frac1{1.99}-\frac1{2.96}\right)^{-1}\frac{\mu\text{F}}{\text{cm}^2}
\simeq6.1\ \frac{\mu\text{F}}{\text{cm}^2} .
\end{equation}
Direct numerical minimization of \eqref{eq:G} at $\pm5$ mV, followed by division of the change in $D$ by the change in $V$, also gives 6.1 $\mu$F/cm$^2$. The small-signal gain is 3.05.

At $V=0.5$ V the equilibrium has $P=3.60$ $\mu$C/cm$^2$ and $E_f=-0.91$ MV/cm. The field in the ferroelectric opposes its polarization. The voltages are $-0.91$ V across the ferroelectric and $1.41$ V across the dielectric, which add to 0.5 V. The ratio $1.41/0.5=2.8$ is below the small-signal gain because the cubic term in \eqref{eq:force} opposes further polarization.

\section{Non-uniform polarization}

\subsection{Variation through the thickness}

Let $P$ become $P+p(z)$ with zero mean through the film. Without free charge $D$ stays uniform in $z$, and terms linear in $p$ integrate to zero at $P=0$. To second order the energy per area changes by
\begin{equation}
\delta G=\frac12\left(\frac1{\varepsilon_b}-a\right)\int_0^{t_f}p^2\,dz .
\end{equation}
This is positive when $a\varepsilon_b<1$. The first part of \eqref{eq:condition} thus also protects the film against such variations, and a positive gradient energy would add to the protection.

\subsection{Stripes in the plane}

Now let $P=p\cos qx$, uniform in $z$, with the plates at zero voltage. Add a gradient energy density $g(\partial P/\partial x)^2/2$ and take the background permittivity as isotropic. Inside each layer the potential obeys Laplace's equation. With the metal at $z=0$ and $z=t_f+t_d$, it is
\begin{align}
\phi_f&=A\cos qx\,\frac{\sinh qz}{\sinh qt_f},\nonumber\\
\phi_d&=A\cos qx\,\frac{\sinh q(t_f+t_d-z)}{\sinh qt_d} .
\end{align}
Continuity of the normal displacement at $z=t_f$ requires
\begin{equation}
p-\varepsilon_bAq\coth qt_f=\varepsilon_dAq\coth qt_d .
\end{equation}
This fixes $A$. The field averaged through the film is $-A\cos qx/t_f=-k(q)\,p\cos qx$, with
\begin{equation}
k(q)=\frac1{t_fq\,[\varepsilon_b\coth qt_f+\varepsilon_d\coth qt_d]} .
\label{eq:kq}
\end{equation}
For $q\to0$, $\coth y\to1/y$ and $k(q)$ returns to $k$. For short periods it falls as $1/q$, because neighbouring stripes of opposite sign cancel each other's field.

Building up $P$ against its own linear field costs $-PE_f/2$ per volume. The averages of $\cos^2qx$ and $\sin^2qx$ are both $1/2$, so
\begin{equation}
\delta G=\frac{t_fp^2}{4}\,\left[-a+gq^2+k(q)\right] .
\label{eq:stripe}
\end{equation}
A negative bracket proves instability, since one energy-lowering shape is enough. A positive bracket does not prove stability against other shapes.

The coefficient $g$ can be expressed by the width of a domain wall at zero field, which obeys $gP''=-aP+bP^3$. For $P=P_r\tanh(x/w)$,
\begin{equation}
P''=-\frac2{w^2}\left(P-\frac{P^3}{P_r^2}\right),
\end{equation}
while the right side of the wall equation is $-a(P-P^3/P_r^2)$. Therefore $g=aw^2/2$.

For an assumed $w=0.5$ nm, the bracket in \eqref{eq:stripe} is lowest at a period of 6.5 nm, where it equals $-1.7\times10^9$ m/F. The 10 nm film fails the domain test at zero voltage, although it satisfies \eqref{eq:main}. At 0.5 V the bracket gains $3bP^2=0.25\times10^9$ m/F, which is too little to restore stability. The capacitance and gain found above therefore belong to a film constrained to stay homogeneous, not to a wide film free to form stripes.

With $t_d/t_f$ held fixed and $q$ measured in units of $1/t_f$, the bracket depends on $w$ and $t_f$ through $w/t_f$ alone. The 10 nm film would need $w=2.6$ nm to pass. For $w=0.5$ nm the largest passing thickness is
\begin{equation}
t_f=10\ \text{nm}\times\frac{0.5}{2.62}\simeq1.9\ \text{nm},
\end{equation}
with a dielectric of about 0.8 nm. This is an upper limit for the homogeneous state at zero voltage and this thickness ratio, not a guarantee below it. Letting the stripe amplitude vary through the thickness, with the same gradient coefficient along $z$, lowers it to between 1.6 and 1.7 nm. Layers this thin also strain a continuum description.

\section{Comparison with real stacks}

The parameters are rough values in the regime of ferroelectric hafnia-zirconia on alumina. The model's relative permittivity at $P_r$, about 32, is near the roughly 30 usual for such films. The assumed coercive field is about twice a typical measured one of roughly 1 MV/cm. Measured switching can proceed through domains, so it need not give the homogeneous $E_c$. Halving $E_c$ at fixed $P_r$ and $\varepsilon_b$ halves $a$ and lowers $t_c$ from 2.7 to 1.2 nm. It also raises the relative permittivity at $P_r$ to about 53, so the agreement with 30 rests on the larger $E_c$. The background permittivity is likewise a choice: at $E_c=2$ MV/cm, $t_c$ is 3.8 nm for a relative value of 20 and 4.9 nm for 25, where the 4 nm layer no longer suffices. The assumption most at risk is homogeneity: at the thickness ratio of the example, \eqref{eq:main} sets no upper limit on the film thickness, whereas stripes with $w=0.5$ nm limit it to at most about 1.9 nm for $E_c=2$ MV/cm. For $E_c=1$ MV/cm the same test gives about 4.2 nm.

Breakdown limits the usable charge. For an assumed breakdown field of 10 MV/cm, the dielectric reaches its limit at $D=8$ $\mu$C/cm$^2$, corresponding to 2.1 V on the homogeneous stack. Carrying a displacement equal to $P_r$ would require about 25 MV/cm.

Leakage limits the time. For a barrier of 3 eV and a tunnelling mass of $0.3\,m_e$, a semiclassical estimate at 0.5 V gives a current of order $10^{-6}$ A/cm$^2$ into the interface, if the interface accepts every arriving electron. A charge equal to $D$ then passes in a time of order seconds. This estimate is exponentially sensitive to its inputs: for barriers from 2.5 to 3.5 eV and masses from 0.2 to $0.4\,m_e$ the time ranges from below a millisecond to hours. The arriving charge increases $P$, which at first raises the dielectric field, up to about 6 MV/cm. Cancelling that field entirely takes about 21 $\mu$C/cm$^2$, much more than $D$. A fixed interface charge adds only terms linear in $P$ to the energy. It leaves the condition $k>a$ unchanged, although it moves the equilibrium at $V=0$ away from $P=0$ and so lowers the gain there. But if the charge has time to follow $P$ and keeps the dielectric free of field, the full voltage falls on the ferroelectric, $E_f=V/t_f$. The depolarizing term $-kP$ is then absent, and the curvature per volume at $P=0$ returns to $-a$. The stabilization is lost for such slow changes.

Temperature changes the margin. Suppose $a$ is proportional to $T_0-T$ with $T_0=700$ K, the values above apply at 300 K, and all other parameters stay fixed. Then $t_c$ is 3.3 nm at 233 K and 2.2 nm at 358 K, while the gain falls from 5.8 to 2.2. The coldest operating temperature sets the minimum dielectric thickness in this model. The numerical output lists the remaining values.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough round values)
remanent polarization P_r: 20 uC/cm2
Landau coercive field: 2 MV/cm
background relative permittivity: 10
dielectric relative permittivity: 9
ferroelectric thickness: 10 nm
dielectric thickness: 4 nm
HOMOGENEOUS RESULT
Landau coefficient a: 2.598e+09 m/F
Landau coefficient b: 6.495e+10 m^5/(F C^2)
product a*eps_b: 0.23
relative permittivity at P=0: -33.47
relative permittivity at P=P_r: 31.74
depolarizing coefficient k: 3.475e+09 m/F
critical dielectric thickness: 2.689 nm
dielectric capacitance: 1.992 uF/cm2
ferroelectric capacitance at P=0: -2.964 uF/cm2
stack capacitance at V=0: 6.078 uF/cm2
same, from energy minimization: 6.078 uF/cm2
small-signal voltage gain: 3.051
thin dielectric for comparison: 1.5 nm
its spontaneous polarization: 12.31 uC/cm2
STATE AT WORKING VOLTAGE
applied voltage: 0.5 V
polarization: 3.601 uC/cm2
displacement: 2.8 uC/cm2
ferroelectric field: -0.9053 MV/cm
dielectric field: 3.513 MV/cm
ferroelectric voltage: -0.9053 V
dielectric voltage: 1.405 V
NEGLECTED EFFECTS (rough assumed inputs)
assumed wall half-width: 0.5 nm
gradient coefficient g: 3.248e-10 m^3/F
softest stripe period: 6.48 nm
softest stripe stiffness: -1.68e+09 m/F
wall half-width needed in example: 2.62 nm
largest t_f passing stripe test: 1.91 nm
t_d at that limit, same ratio: 0.764 nm
assumed breakdown field: 10 MV/cm
displacement at breakdown: 7.97 uC/cm2
applied voltage at breakdown: 2.07 V
assumed tunnel barrier: 3 eV
assumed tunnel mass: 0.3 m_e
tunnel current at working voltage: 6e-07 A/cm2
time to pass charge D: 5 s
assumed Curie-Weiss temperature: 700 K
reference temperature: 300 K
critical t_d at 233 K: 3.3 nm
voltage gain at 233 K: 5.75
critical t_d at 358 K: 2.2 nm
voltage gain at 358 K: 2.23
\end{verbatim}
